How an Electrode Lowers the Barrier for a Spherical-Cap Domain Nucleus

**1. What goes wrong without the electrode**

Take a uniformly polarised ferroelectric with polarisation magnitude P = 0.25 C/m², a domain-wall energy σ = 10 mJ/m², and a field E = 10 MV/m opposed to the polarisation. These are round model parameters, not those of a named material. If a reversed domain must start as a sphere inside the crystal, the barrier derived below is 4.18 eV. At 300 K this is about 162 kT, and the Boltzmann factor exp(−162) is about 10⁻⁷⁰. On this account the film would practically never switch at this field.

One assumption to question is the place of birth. A nucleus touching an electrode needs less wall and less reversed volume. In the cap model both savings combine into one factor f(θ) that multiplies the bulk barrier, where θ is the contact angle. A favourable interface makes f smaller than 1/2. Favour is not required for a reduction, however: a neutral interface already gives 1/2, and a mildly unfavourable one still gives f < 1.

**2. The energy and its three contributions**

The ferroelectric fills z > 0 and a flat electrode lies at z = 0. The polarisation is normal to the electrode, rigid in magnitude, and can point up or down. The field is uniform and held fixed by the source. The wall is sharp and has the same energy σ per area in every orientation. Elastic energy, line energy at the rim and the electrostatic self-energy of bound charge are left out; the last is examined in section 8.

The field contribution comes from the energy density −P·E. It is +PE in the old state, where polarisation and field are antiparallel, and −PE after reversal. Each unit of reversed volume therefore gains

g = PE − (−PE) = 2PE.

The wall contribution is σ times the area A_w of the curved wall.

The electrode contribution needs a difference. Before reversal the base area A_b already had an interfacial energy γ_old per area; afterwards it has γ_rev. What counts is

Δγ = γ_rev − γ_old.

The energy of forming the nucleus is thus

G = −gV + σA_w + Δγ A_b.  (1)

A negative Δγ means that the electrode prefers the reversed polarisation.

**3. The critical shape**

The shape should follow from (1). Describe an axisymmetric wall by r(t), z(t), running from the rim on the electrode (t = 0) to the top (t = 1), where r = 0. Write w = √(ṙ² + ż²). Then

A_w = 2π∫ r w dt,  V = π∫ r² ż dt,  A_b = π r(0)²,

and G = ∫L dt + πΔγ r(0)², with

L = 2πσ r w − πg r² ż.

L does not contain z itself, so ∂L/∂ż is constant along the wall:

2πσ r ż/w − πg r² = constant.

At the top r = 0, so the constant is zero. Dividing by 2πσr gives

ż/w = r/R,  R = 2σ/g.  (2)

Let ψ be the angle of the tangent, with ṙ/w = cos ψ and ż/w = sin ψ, and let s be arc length. Equation (2) reads r = R sin ψ. Differentiating it with respect to s, and using dr/ds = cos ψ, gives

cos ψ = R cos ψ dψ/ds.

Where cos ψ ≠ 0, dψ/ds = 1/R. A vertical stretch of finite length, with r = R and cos ψ = 0, would also satisfy (2), but it fails the other Euler equation,

d(σ r cos ψ)/ds = σ − g r sin ψ,

since the left side would be 0 and the right side σ − gR = −σ. So dψ/ds = 1/R throughout. With dz/ds = sin ψ this integrates to z = z₀ − R cos ψ, and therefore

r² + (z − z₀)² = R².

The wall is part of a sphere, and its radius does not depend on Δγ.

The electrode enters through the freedom of the rim. Moving r(0) by δr changes G by the boundary term −(∂L/∂ṙ)δr plus the base term 2πΔγ r δr. Since ∂L/∂ṙ = 2πσ r ṙ/w, stationarity requires

−σ ṙ/w + Δγ = 0 at t = 0.

Measure θ inside the nucleus. For θ < 90° the wall leans inward as it rises, so ṙ/w = −cos θ. Hence

cos θ = −Δγ/σ.  (3)

This is Young's equation for the wall. It has a solution with 0 < θ < 180° when |Δγ| < σ.

These conditions establish a stationary point. That it is a saddle of the right kind was examined numerically over truncated spheroids, with the height of the cut and the axis ratio both free. Minimising the surface energy at fixed volume returned the sphere and the angle (3); maximising over size then returned the radius (2) and the barrier derived next.

**4. Weighing the contributions on a cap**

Set c = cos θ. The sphere's centre lies at z = −Rc, so with z + Rc = Ru the cap occupies c < u < 1, and its cross-section at u has area πR²(1 − u²). Therefore

V = πR³ ∫_c^1 (1 − u²) du
= πR³ (2/3 − c + c³/3)
= (πR³/3)(2 − 3c + c³).

The polynomial equals (2 + c)(1 − c)², as multiplying out shows: (2 + c)(1 − 2c + c²) = 2 − 3c + c³. Define

f(θ) = (2 + cos θ)(1 − cos θ)²/4.  (4)

Then V = (4π/3)R³ f, so f is the fraction of the full sphere's volume contained in the cap.

For the surface terms, a spherical cap of height R(1 − c) has curved area 2πR²(1 − c), and the base has area πR²(1 − c²). Using Δγ = −σc,

σA_w + Δγ A_b = 2πR²σ(1 − c) − πR²σ c(1 − c²)
= πR²σ(1 − c)[2 − c(1 + c)]
= πR²σ(1 − c)(2 − c − c²)
= πR²σ(1 − c)²(2 + c)
= 4πR²σ f.

The fourth line uses 2 − c − c² = (1 − c)(2 + c). The curved area alone is not the fraction f of the sphere's area; it is the fraction (1 − c)/2. The base energy brings the net surface cost to the same fraction as the volume. Consequently, for every R at the fixed angle (3),

G_cap(R) = f [4πR²σ − (4π/3)R³g] = f G_sphere(R).  (5)

A common factor does not move the maximum. Setting the derivative to zero,

f(8πRσ − 4πR²g) = 0,  R* = 2σ/g = σ/(PE).

At this radius gR* = 2σ, so the bracket in (5) becomes

4πR*²σ − (8π/3)R*²σ = (4π/3)σR*².

Inserting R* = σ/(PE) gives the result:

G*_cap = f(θ) G*_bulk,  G*_bulk = 4πσ³/(3P²E²).  (6)

The electrode does not make the critical wall more curved. Field and wall energy set the curvature; the electrode decides how much of that sphere has to be built.

**5. Mere contact and favourable contact**

The reduction has two causes. The first is contact itself. At a neutral electrode, Δγ = 0, the angle is 90° and f = 2/4 = 1/2. The nucleus is half a sphere, and its flat side costs nothing.

The second is preference. From f = (2 − 3c + c³)/4,

df/dc = −(3/4)(1 − c²).

Near neutrality c = −Δγ/σ is small, and to first order

f ≈ 1/2 + (3/4)Δγ/σ.

The slope of the barrier has a direct meaning. Since dc/dΔγ = −1/σ and G*_bulk = (4π/3)σR*²,

dG*_cap/dΔγ = (4π/3)σR*² · (3/4)(1 − c²)/σ = πR*²(1 − c²) = A_b.

A small change of interfacial energy acts on the base area alone. The accompanying change of shape has no first-order effect, because the critical nucleus is stationary.

Take Δγ = −5 mJ/m². Then cos θ = 0.5, θ = 60°, and

f = 2.5 × 0.5²/4 = 0.15625.

The barrier falls from 4.18 eV in the bulk to 2.09 eV by neutral contact, and then to 0.65 eV by preference. Contact saves 2.09 eV and preference a further 1.44 eV. In thermal units the sequence is 162, 81 and 25 kT.

The energy ledger of this cap shows how the terms compete. The critical radius is

R* = 0.010/(0.25 × 10⁷) m = 4.0 nm,

the cap height is 2.0 nm and its base radius 3.46 nm. The contributions are

wall cost: +3.137 eV
base energy: −1.176 eV
field gain: −1.307 eV
sum: +0.654 eV.

At this size the electrode contributes nearly as much as the field. Without the base term the same cap would cost 3.137 − 1.307 = 1.830 eV. That is the energy of a fixed shape, not the barrier of a neutral electrode, whose critical nucleus is a different cap.

**6. Limits, and the other electrode**

When the reversed state is strongly preferred, Δγ approaches −σ and the cap becomes flat. Put δ = 1 − cos θ = 1 + Δγ/σ. Then (4) gives

f = (3 − δ)δ²/4 ≈ (3/4)δ² for small δ.

For Δγ = −8 mJ/m², δ = 0.2; the estimate is 0.030 and the full value 0.028. The barrier is then 4.5 kT and the cap height is δR* = 0.8 nm, so a continuum treatment with a sharp wall is already doubtful.

If Δγ < −σ, there is no barrier in this model. A very flat cap has almost equal wall and base areas, so its surface energy is close to (σ + Δγ)A_b, which is negative. Reversal then lowers the energy from the start, and a reversed layer spreads along the electrode.

In the opposite limit Δγ approaches σ, cos θ approaches −1 and f approaches 1. For Δγ > σ, contact costs more than a complete wall, and the nucleus detaches. The barrier returns to the bulk value. An unfavourable electrode cannot raise it further, since the nucleus can form elsewhere.

A film has two electrodes. Suppose that they are identical, and let γ_in and γ_out be the interfacial energies with polarisation pointing into and away from an electrode. Let the old polarisation point down. At the lower electrode reversal changes "in" to "out"; at the upper one it changes "out" to "in":

Δγ_lower = γ_out − γ_in,  Δγ_upper = γ_in − γ_out = −Δγ_lower.

The two cosines are opposite, so the angles are θ and 180° − θ. In f(c) + f(−c) the odd powers cancel:

f(θ) + f(180° − θ) = (2 − 3c + c³ + 2 + 3c − c³)/4 = 1.

For Δγ = ∓5 mJ/m² the factors are 0.156 and 0.844. One of two identical electrodes thus has f ≤ 1/2, whatever the sign of the preference. When the film is switched back, old and reversed states exchange places, Δγ changes sign at both electrodes, and the favourable site moves to the other side. The film as a whole prefers neither direction.

**7. What this does to the switching rate**

Assume thermally activated nucleation, with σ, Δγ and the attempt rate independent of field. The rate per site is proportional to

exp(−G*_cap/kT) = exp[−f (E₀/E)²],  E₀² = 4πσ³/(3P²kT).

The factor f multiplies the exponent, so the characteristic field is multiplied by √f. Here it falls from 127 MV/m in the bulk to 127 × √0.15625 = 50 MV/m at the electrode.

This is not the Merz law, exp(−α/E) with constant α. To compare them, define a local activation field as the slope of the exponent against 1/E:

α_loc = d(G*_cap/kT)/d(1/E).

Because G*_cap is proportional to (1/E)², the derivative is twice the exponent divided by 1/E:

α_loc = 2E G*_cap/kT.

At 10 MV/m this is 2 × 10 × 25.28 = 506 MV/m, and at 20 MV/m it is 253 MV/m. A cap-limited rate plotted logarithmically against 1/E is curved. It can pass for Merz behaviour over a narrow range of fields, but its slope is not a constant.

A Merz exponent does follow when the limiting step is a disc-shaped nucleus on an existing wall. Let the disc have radius ρ and height a. Its flat face replaces an equal area of old wall, so new wall appears at the edge alone:

G_disc = 2πρaσ − 2PE πρ²a.

The derivative vanishes when 2πaσ = 4πPEρa, hence ρ* = σ/(2PE), and

G*_disc = πσ²a/(PE) − πσ²a/(2PE) = πσ²a/(2PE).

This is proportional to 1/E, so the rate at which discs form has α = πσ²a/(2PkT). For a = 0.4 nm the barrier is 0.157 eV and α = 61 MV/m. The disc estimate also leaves out bound charge, and it does not follow from the isotropic wall of section 2. For that wall a bump on an existing wall is the case Δγ = −σ, f = 0: sloping the edge over a width equal to a already lowers the barrier to about 1 kT, and a wider slope removes it. A sharp edge of fixed height a presupposes that the lattice pins the wall to crystal planes, and the edge energy σa per length is an assumption. In this picture the electrode governs the birth of the first domain and the disc governs its growth. If growth limits the switching time, the observed α does not contain f. It need not equal the disc value either. Suppose that many discs merge to fill each layer, with formation rate J per area and edge speed v. The filling time t then follows from Jv²t³ ≈ 1, so the wall speed a/t varies as the cube root of J. For fixed v its α is one third of the disc value.

Barriers must also be weighed against numbers of sites. In a film of thickness d with site spacing a, bulk sites outnumber those at one electrode by d/a. With equal attempt rates per site, the electrode dominates when

(1 − f)G*_bulk/kT > ln(d/a).

For d = 100 nm and a = 0.4 nm the ratio is 250 and its logarithm 5.5. The left side is 161.8 − 25.3 = 136.5. The electrode wins by a factor exp(136.5 − 5.5), about 10⁵⁷.

The left side falls as 1/E², so the rates become equal at

E = 10 MV/m × √(136.5/5.52) ≈ 50 MV/m.

There R* is 0.80 nm and the 60° cap is 0.40 nm high, a single site spacing. Its barrier, 25.3 × (10/49.7)² ≈ 1.0 kT, is no longer large compared with kT. The crossover therefore lies where the model has ceased to be reliable. What it does show is that the advantage of the electrode belongs to low fields and high barriers.

**8. The contribution left out: bound charge**

Where the polarisation changes across a wall that is not parallel to it, bound charge appears. Its energy can be found for an uncompensated sphere in a linear, isotropic background of permittivity ε. Reversal changes the polarisation by ΔP = 2P, which puts a surface charge ΔP cos β on the sphere, with β the polar angle from the new polarisation.

Try a potential φ = Bz inside and φ = BR³z/r³ outside, where r is now the distance from the centre. The two agree at r = R. The radial derivatives there are B cos β inside and −2B cos β outside, so Gauss's law at the surface requires

ε(B cos β + 2B cos β) = ΔP cos β,  B = ΔP/(3ε).

The self-energy is half the surface integral of charge times potential. The average of cos²β over a sphere is 1/3, so

W = ½ · ΔP · BR · (4πR²/3) = ½ΔP B V = ΔP²V/(6ε) = 2P²V/(3ε).

Like the field gain, this is proportional to volume. An uncompensated sphere can grow only if

2PE > 2P²/(3ε),  that is, E > P/(3ε).

With relative permittivity 100 the charge costs 47 MJ/m³, against a field gain of 5 MJ/m³. The field would have to exceed 94 MV/m before such a sphere could grow at any size; the assumed 10 MV/m is too weak. The threshold itself lies outside the rigid-polarisation regime if ε is the permittivity of the ferroelectric: a quartic Landau double well with the same P and ε loses its metastable state at P/(3√3 ε) ≈ 54 MV/m, and the field of the bound charge inside the sphere, ΔP/(3ε), is 188 MV/m. The same caution applies to the fields of 50 and 127 MV/m in section 7. The absolute barriers above are therefore those of the short-range model and not predictions for a crystal. A real nucleus must reduce this energy, for instance by elongation along the polarisation: a wall parallel to P carries no bound charge, so lengthening a needle of fixed radius adds volume without adding charge at its ends. This allows growth but leaves a high barrier: among prolate spheroids with uncompensated charge, the lowest bulk barrier for the present parameters is about 61 eV, at a radius of about 4 nm and a length of about 145 nm, longer than the 100 nm film of section 7.

Does the electrode remove the charge energy? For a hemisphere on an ideal metal it does not reduce the cost per volume. The potential of the full sphere is proportional to z, inside and out, and so vanishes on the plane z = 0. That is the condition a metal surface imposes. The field above the metal is then the same as the upper half of the sphere's field, with half the energy in half the volume. A direct Coulomb summation over the hemisphere and its image charges gives W = 0.1667 ΔP²V/ε, in agreement with the coefficient 1/6.

This makes the neutral factor 1/2 sturdier than the rest of f(θ). Consider any bulk critical nucleus that is symmetric about a mid-plane normal to its polarisation. Its bound charge is odd under reflection in that plane, so the potential vanishes there. Cut it along the plane and place one half on a neutral ideal metal: volume, wall area and charge energy are all halved. The half is also stationary, because each allowed change of its shape is half of a symmetric change of the whole. Its barrier is half the bulk barrier even though neither need be spherical. The argument assumes a single electrode, that is, a nucleus short compared with the film thickness. For the needle above, the half is about 70 nm tall and its barrier is still about 30 eV, more than 1000 kT, so halving alone does not make an uncompensated nucleus form.

For other angles no such symmetry is available. Charge energy then depends on shape, and the proportionality (5) is a result for short-range surface energies. Flatter caps cost more per volume: on an ideal metal the coefficient rises from 1/6 at 90° to about 0.25 at 60°, where the threshold field becomes about 140 MV/m, and tends to 1/2 for a spread layer. Uncompensated charge thus opposes the flat caps that a favourable interface prefers. For the needle, Δγ = −5 mJ/m² lowers the barrier by only about 1.7 eV, to about 0.47 of the bulk value instead of 0.156. An anisotropic wall energy would also replace the sphere by another shape. A metal with a finite screening length, or a non-ferroelectric layer at the interface, would spoil the image argument as well.

The explanation thus has parts of different strength. Contact with a neutral ideal electrode halves the barrier by symmetry, provided the bulk critical nucleus has a mirror plane normal to its polarisation. Preference for the reversed polarisation lowers it further, at a first-order rate equal to the base area in the cap model. The closed form f(θ) joins the two when the bound charge is compensated or its energy is otherwise negligible. Without compensation, the parameters used here lie outside that range. The values for the cap, the vertical-edged disc and the hemisphere are collected in the numerical output that follows.

Values computed for the example and the checks

```
Polarisation P = 0.25 C/m^2
Wall energy sigma = 10.0 mJ/m^2
Field E = 10.0 MV/m
Temperature = 300 K; kT = 0.02585 eV
Film thickness = 100 nm
Site spacing and disc height = 0.4 nm
Background relative permittivity = 100
Driving energy density 2PE = 5.00 MJ/m^3
Critical radius, bulk and cap = 4.000 nm
Bulk barrier = 6.7021e-19 J = 4.1831 eV
Bulk barrier / kT = 161.81
Saddle search, one line per interfacial energy change:
 dgamma -8.0 mJ/m^2: theta 36.87 deg, f 0.02800, barrier 0.1171 eV = 4.53 kT
 dgamma -5.0 mJ/m^2: theta 60.00 deg, f 0.15625, barrier 0.6536 eV = 25.28 kT
 dgamma +0.0 mJ/m^2: theta 90.00 deg, f 0.50000, barrier 2.0915 eV = 80.90 kT
 dgamma +5.0 mJ/m^2: theta 120.00 deg, f 0.84375, barrier 3.5295 eV = 136.53 kT
Sum of f for dgamma = -5 and +5 mJ/m^2 = 1.000000
Detached nucleus (dgamma = 1.2 sigma): f = 1.00000
The following cap values are for dgamma = -5 mJ/m^2:
Cap height = 2.000 nm
Cap base radius = 3.464 nm
Cap volume = 41.888 nm^3
Field gain 2PE*V = 1.3072 eV
Wall cost = 3.1373 eV
Base energy = -1.1765 eV
Characteristic field E0, bulk = 127.20 MV/m
Characteristic field E0, cap = 50.28 MV/m
Local activation field, cap = 505.7 MV/m
Local activation field at 2E, cap = 252.8 MV/m
Disc barrier on existing wall = 0.1569 eV
Disc (Merz) activation field = 60.68 MV/m
Bulk/electrode site ratio = 250
log10(electrode rate / bulk rate) = 56.89
Field where the two rates are equal = 49.73 MV/m
Critical radius at that field = 0.804 nm
Hemisphere charge-energy coefficient = 0.166667
Charge energy density = 47.06 MJ/m^3
Field needed to outweigh it = 94.12 MV/m
```
